**Swap-generated quasirandom Si$_{0.75}$Ge$_{0.25}$ cells and an exact bound on their weighted error**

The program generates 64-site diamond cells with 16 Ge atoms and minimizes $O=\sum_f w_f|\Pi_f-m^k|$. Here $\Pi_f$ is the mean product of $\sigma$ (+1 on Si, −1 on Ge) over clusters of type $f$ with $k$ sites, $m=1/2$, and $w_f\ge0$ are the weights. The result is $O_{\min}=\min[w_{\mathcal Q}/16,(w_2+w_C)/96]$, where $\mathcal Q$, 2 and $C$ denote the neighbour tetrahedron, second pair shell and three-atom chain. The program asserts that annealing reaches this value for six weight sets, that the parity relations hold on 3,000 random cells, and that the bound holds over the pool of generated cells for 1,000 random weight vectors. It also asserts that the annealer finds the enumerated minima of a 24-site cell for three weight sets. For the elastic model, it compares the linearized energy with the nonlinear one and the random-mean formula with sampling. The output shows a change of optimal class at a many-body weight of 0.2 for unit pair weights. Strain energies of the fitted cells deviate from the 512-site random mean by about 1% to 6% rms, against 15% for random 64-site cells.

## Program and output

```python
"""Special quasirandom Si(0.75)Ge(0.25) cell from composition-conserving swaps.

Result under test: in the 64-site cubic diamond cell with 16 Ge atoms the weighted
error O = sum_f w_f |Pi_f - m^k| over pair shells 1-4, chain C, triangle T, star S
and tetrahedron Q has the minimum
        min O = min( w_Q/16 , (w_2 + w_C)/96 )   for all weights w_f >= 0.
Symbols: sigma = +1 (Si), -1 (Ge); m = mean sigma; Pi_f = mean product of sigma over
all clusters of type f; k = sites per cluster; eta = sigma - m.
Chain = neighbour, centre, neighbour; triangle = three neighbours of one atom;
star = atom plus three neighbours; tetrahedron = four neighbours of one atom.
Positions are integers in units of a/4.
"""
import itertools
import math
import numpy as np
from scipy.linalg import solve
from scipy.constants import physical_constants

BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
NAMES = ["P1", "P2", "P3", "P4", "C", "T", "S", "Q", "P5", "P6"]
NFIT = 8                      # the last two pair shells are never fitted
GE_FRACTION = 0.25
M_AVG = 1 - 2 * GE_FRACTION


def sublattice(r):
    """0 or 1 for the two diamond sublattices, -1 if r is not a site."""
    for s in (0, 1):
        q = [int(c) - s for c in r]
        if all(c % 2 == 0 for c in q) and sum(q) % 4 == 0:
            return s
    return -1


class Crystal:
    def __init__(self, cell):
        cell = np.array(cell)
        self.det = int(round(abs(np.linalg.det(cell))))
        self.adj = np.rint(np.linalg.inv(cell) * self.det).astype(int)
        self.index, self.pos, self.sub = {}, [], []
        for r in itertools.product(*[range(int(n)) for n in cell.sum(axis=0)]):
            s = sublattice(r)
            if s >= 0 and self.key(r) not in self.index:
                self.index[self.key(r)] = len(self.pos)
                self.pos.append(r)
                self.sub.append(s)
        self.n = len(self.pos)
        assert self.n == self.det // 8
        self.pos = np.array(self.pos)
        self.nb = [[self.find(r + (1 - 2 * s) * b) for b in BONDS]
                   for r, s in zip(self.pos, self.sub)]

    def key(self, r):
        return tuple(int(v) for v in (np.array(r) @ self.adj) % self.det)

    def find(self, r):
        return self.index[self.key(r)]


def cluster_types(c):
    shells = []
    for d2 in (3, 8, 11, 16, 19, 24):
        vecs = [d for d in itertools.product(range(-4, 5), repeat=3)
                if sum(v * v for v in d) == d2 and d > (0, 0, 0)]
        shells.append([(i, c.find(r + np.array(d))) for i, r in enumerate(c.pos)
                       for d in vecs if sublattice(r + np.array(d)) >= 0])
    comb = itertools.combinations
    chain = [(a, i, b) for i in range(c.n) for a, b in comb(c.nb[i], 2)]
    triangle = [t for i in range(c.n) for t in comb(c.nb[i], 3)]
    star = [(i,) + t for i in range(c.n) for t in comb(c.nb[i], 3)]
    tetra = [tuple(c.nb[i]) for i in range(c.n)]
    types = [np.array(t) for t in shells[:4] + [chain, triangle, star, tetra]
             + shells[4:]]
    assert [len(t) // c.n for t in types] == [2, 6, 6, 3, 6, 4, 4, 1, 6, 12]
    for t in types:
        assert all(len(set(row)) == len(row) for row in t.tolist())
    return types


def errors(sigma, types):
    """Correlation errors of one configuration, straight from the definition."""
    return np.array([np.prod(sigma[t], axis=1).mean() - M_AVG ** t.shape[1]
                     for t in types])


def batch_correlations(s, types):
    """Correlations of many configurations; s has shape (sites, configurations)."""
    out = []
    for t in types:
        total = np.zeros(s.shape[1], dtype=np.int32)
        for row in t:
            p = s[row[0]] * s[row[1]]
            for site in row[2:]:
                p = p * s[site]
            total += p
        out.append(total / len(t))
    return np.array(out)


class Annealer:
    def __init__(self, c, types):
        self.n, self.types = c.n, types[:NFIT]
        self.n_ge = round(GE_FRACTION * c.n)
        self.size = np.array([len(t) for t in self.types], dtype=float)
        self.target = np.array([M_AVG ** t.shape[1] for t in self.types])
        self.kind = np.repeat(np.arange(NFIT), self.size.astype(int))
        member, number = [[] for _ in range(c.n)], 0
        for t in self.types:
            for row in t:
                for site in row:
                    member[site].append(number)
                number += 1
        self.member = [np.array(v) for v in member]
        self.site_kind = [self.kind[v] for v in self.member]
        self.trials = 0

    def run(self, w, rng, steps, goal):
        order = rng.permutation(self.n)
        ge, si = list(order[:self.n_ge]), list(order[self.n_ge:])
        sigma = np.ones(self.n)
        sigma[ge] = -1
        prod = np.concatenate([np.prod(sigma[t], axis=1) for t in self.types])
        sums = np.bincount(self.kind, prod, minlength=NFIT)
        obj = float(w @ np.abs(sums / self.size - self.target))
        best, best_sigma = obj, sigma.copy()
        pick_ge = rng.integers(len(ge), size=steps).tolist()
        pick_si = rng.integers(len(si), size=steps).tolist()
        chance = rng.random(steps).tolist()
        temps = (w.mean() * np.geomspace(0.03, 0.004, steps)).tolist()
        for g, s, u, temp in zip(pick_ge, pick_si, chance, temps):
            if best <= goal + 1e-10:
                break
            self.trials += 1
            i, j = ge[g], si[s]
            ci, cj = self.member[i], self.member[j]
            pi = -prod[ci]
            prod[ci] = pi
            pj = -prod[cj]
            prod[cj] = pj
            new_sums = sums + 2 * (
                np.bincount(self.site_kind[i], pi, minlength=NFIT)
                + np.bincount(self.site_kind[j], pj, minlength=NFIT))
            new = float(w @ np.abs(new_sums / self.size - self.target))
            if new <= obj or u < math.exp(-(new - obj) / temp):
                ge[g], si[s] = j, i
                sigma[i], sigma[j] = 1, -1
                sums, obj = new_sums, new
                if obj < best - 1e-12:
                    best, best_sigma = obj, sigma.copy()
            else:
                prod[cj] = -prod[cj]
                prod[ci] = -prod[ci]
        # running bookkeeping against the definition, and conserved composition
        assert abs(obj - w @ np.abs(errors(sigma, self.types))) < 1e-9
        assert np.sum(best_sigma < 0) == self.n_ge
        return best, best_sigma

    def optimise(self, w, rng, goal, steps=10000, restarts=25):
        best, best_sigma = math.inf, None
        for _ in range(restarts):
            value, sigma = self.run(w, rng, steps, goal)
            if value < best:
                best, best_sigma = value, sigma
            if best <= goal + 1e-10:
                break
        return best, best_sigma


# ---- harmonic network: stretch and bend terms, energies in eV, lengths in angstrom
A_LAT, MISFIT, K_STRETCH, K_BEND = 5.5, 0.10, 9.0, 0.6
D0 = A_LAT * math.sqrt(3) / 4


def elastic_matrices(c):
    """Energy = 0.5 |A u - B eta|^2 for displacements u and occupations eta."""
    a = np.zeros((8 * c.n, 3 * c.n))
    b = np.zeros((8 * c.n, c.n))
    row = 0
    for i in range(c.n):
        hat = (1 - 2 * c.sub[i]) * BONDS / math.sqrt(3)
        if c.sub[i] == 0:
            for j, h in zip(c.nb[i], hat):
                f = math.sqrt(K_STRETCH)
                a[row, 3*j:3*j+3] += f * h
                a[row, 3*i:3*i+3] -= f * h
                b[row, [i, j]] -= f * MISFIT / 4
                row += 1
        for p, q in itertools.combinations(range(4), 2):
            j, k, f = c.nb[i][p], c.nb[i][q], math.sqrt(K_BEND)
            a[row, 3*k:3*k+3] += f * hat[p]
            a[row, 3*j:3*j+3] += f * hat[q]
            a[row, 3*i:3*i+3] -= f * (hat[p] + hat[q])
            b[row, [j, k]] += f * MISFIT / 12
            b[row, i] += f * MISFIT / 6
            row += 1
    assert row == 8 * c.n
    return a, b


def relax(a, b, eta):
    """Displacements (first atom pinned) and relaxed energy."""
    free, rhs = a[:, 3:], b @ eta
    u = solve(free.T @ free, free.T @ rhs, assume_a="pos")
    return np.concatenate([np.zeros(3), u]), 0.5 * np.sum((free @ u - rhs) ** 2)


def nonlinear_energy(c, u, eta):
    """Same network with true bond lengths and scalar products."""
    u, energy = u.reshape(-1, 3), 0.0
    for i in range(c.n):
        hat = (1 - 2 * c.sub[i]) * BONDS / math.sqrt(3)
        vec = [D0 * h + u[j] - u[i] for j, h in zip(c.nb[i], hat)]
        nat = [D0 - MISFIT / 4 * (eta[i] + eta[j]) for j in c.nb[i]]
        if c.sub[i] == 0:
            energy += sum(0.5 * K_STRETCH * (np.linalg.norm(v) - d) ** 2
                          for v, d in zip(vec, nat))
        for p, q in itertools.combinations(range(4), 2):
            g = (vec[p] @ vec[q] + nat[p] * nat[q] / 3) / D0
            energy += 0.5 * K_BEND * g * g
    return energy


def random_mean_strain(c, a, b):
    """Mean strain energy per atom over random cells of fixed composition."""
    eta = -np.ones(c.n) / c.n
    eta[0] += 1
    return (1 - M_AVG ** 2) * c.n / (c.n - 1) * relax(a, b, eta)[1]


rng = np.random.default_rng(20)

# ---- small cell: every configuration is enumerated
small = Crystal([[0, 6, 6], [4, 0, 4], [4, 4, 0]])
small_types = cluster_types(small)
n_ge_small = round(GE_FRACTION * small.n)
choices = np.array(list(itertools.combinations(range(small.n), n_ge_small)))
every = np.ones((small.n, len(choices)), dtype=np.int8)
every[choices.T, np.arange(len(choices))] = -1
corr_all = batch_correlations(every, small_types[:NFIT])


def fixed_composition_mean(k, n, n_ge):
    return sum((-1) ** j * math.comb(k, j) * math.comb(n - k, n_ge - j)
               for j in range(k + 1)) / math.comb(n, n_ge)


for values, t in zip(corr_all, small_types):
    expected = fixed_composition_mean(t.shape[1], small.n, n_ge_small)
    assert abs(values.mean() - expected) < 1e-10
pair_mean_small = (small.n * M_AVG ** 2 - 1) / (small.n - 1)
assert abs(corr_all[0].mean() - pair_mean_small) < 1e-10

small_annealer = Annealer(small, small_types)
err_all = np.abs(corr_all - small_annealer.target[:, None])
small_minima = []
for lam in (0.1, 1.0, 3.0):
    w = np.array([1.0] * 4 + [lam] * 4)
    objective = w @ err_all
    true_min = objective.min()
    found, _ = small_annealer.optimise(w, rng, true_min, steps=4000)
    assert abs(found - true_min) < 1e-9
    small_minima.append((lam, true_min, int(np.sum(objective < true_min + 1e-9))))

# ---- production cell
cell = Crystal(8 * np.eye(3, dtype=int))
types = cluster_types(cell)
annealer = Annealer(cell, types)

n_random = 3000
rand = np.ones((cell.n, n_random), dtype=np.int8)
for col in range(n_random):
    rand[rng.permutation(cell.n)[:annealer.n_ge], col] = -1
targets = np.array([M_AVG ** t.shape[1] for t in types])
rand_err = batch_correlations(rand, types) - targets[:, None]

# parity obstruction, observed on random configurations
k2, kc, kq = 96 * rand_err[1], 96 * rand_err[4], 16 * rand_err[7]
for k in (k2, kc, kq):
    assert np.max(np.abs(k - np.rint(k))) < 1e-9
odd2, oddc, oddq = [np.rint(k).astype(int) % 2 == 1 for k in (k2, kc, kq)]
assert np.array_equal(odd2, oddc) and np.array_equal(odd2, ~oddq)
assert 0 < odd2.sum() < n_random


def bound(w):
    return min(w[7] / 16, (w[1] + w[4]) / 96)


# elastic model and its tests
a_el, b_el = elastic_matrices(cell)
free = a_el[:, 3:]
response = solve(free.T @ free, free.T @ b_el, assume_a="pos")
m_el = 0.5 * b_el.T @ (b_el - free @ response)


def strain(sigma):
    eta = sigma - M_AVG
    return eta @ m_el @ eta / cell.n


eta_test = rand[:, 0] - M_AVG
u_test, e_test = relax(a_el, b_el, eta_test)
assert abs(e_test / cell.n - strain(rand[:, 0])) < 1e-10
scale = 1e-3
e_full = nonlinear_energy(cell, scale * u_test, scale * eta_test) / scale ** 2
assert abs(e_full / e_test - 1) < 1e-3
e_rand = np.array([strain(rand[:, col].astype(float)) for col in range(n_random)])
mean_64 = random_mean_strain(cell, a_el, b_el)
assert abs(e_rand.mean() - mean_64) < 5 * e_rand.std() / math.sqrt(n_random)
bulk = [(cell.n, mean_64)]
for edge in (3, 4):
    big = Crystal(4 * edge * np.eye(3, dtype=int))
    bulk.append((big.n, random_mean_strain(big, *elastic_matrices(big))))
e_bulk = bulk[-1][1]
assert abs(e_bulk / bulk[-2][1] - 1) < 0.02

# ---- weight sets: four pair weights, then C, T, S, Q
weight_sets = {
    "equal": [1, 1, 1, 1, 1, 1, 1, 1],
    "weak-MB": [1, 1, 1, 1, .1, .1, .1, .1],
    "mid-MB": [1, 1, 1, 1, .3, .3, .3, .3],
    "strong-MB": [1, 1, 1, 1, 3, 3, 3, 3],
    "decay": [4, 2, 1, .5, .25, .25, .25, .25],
    "pairs": [1, 1, 1, 1, 0, 0, 0, 0],
}
results, found_errors = {}, []
for name, w in weight_sets.items():
    w = np.array(w, dtype=float)
    runs = []
    for _ in range(3):
        value, sigma = annealer.optimise(w, rng, bound(w))
        assert abs(value - bound(w)) < 1e-9, (name, value, bound(w))
        err = errors(sigma, types)
        is_odd = int(round(96 * err[1])) % 2 == 1
        assert is_odd == (6 * w[7] > w[1] + w[4])
        runs.append((value, sigma, err, is_odd))
        found_errors.append(np.abs(err[:NFIT]))
    results[name] = runs

# the cells already found solve the problem for arbitrary weights
pool = np.vstack([np.array(found_errors), np.abs(rand_err[:NFIT]).T])
for _ in range(1000):
    w = rng.random(NFIT) * 10 ** rng.uniform(-2, 1, NFIT)
    assert abs(np.min(pool @ w) - bound(w)) < 1e-9

err_even = np.abs(results["weak-MB"][0][2])
err_odd = np.abs(results["equal"][0][2])
crossing = ((err_odd[:4].sum() - err_even[:4].sum())
            / (err_even[4:8].sum() - err_odd[4:8].sum()))
assert abs(crossing - 0.2) < 1e-9


def histogram(sigma):
    counts = [int(np.sum(sigma[nb] < 0)) for nb in cell.nb]
    return np.bincount(counts, minlength=5)


def rms(v):
    return math.sqrt(np.mean(np.square(v)))


# ---- output
print(f"sites {cell.n}, Ge atoms {annealer.n_ge}, mean sigma {M_AVG}")
print(f"lattice constant {A_LAT} angstrom, bond length {D0:.4f} angstrom")
print("pair shell radii 1-6 (angstrom):",
      *[f"{A_LAT / 4 * math.sqrt(q):.3f}" for q in (3, 8, 11, 16, 19, 24)])
print("targets, 2/3/4 sites:", *[M_AVG ** k for k in (2, 3, 4)])
print(f"mean pair correlation, random 64-site cells: "
      f"{fixed_composition_mean(2, cell.n, annealer.n_ge):.5f}")
print(f"24-site cell: {len(choices)} configurations enumerated")
for lam, value, count in small_minima:
    print(f"  many-body weight {lam}: minimum {value:.6f}, reached by {count}")
print("rms error in random 64-site cells (dimensionless):")
for part in (slice(0, 5), slice(5, 10)):
    print("  " + " ".join(f"{n} {rms(e):.4f}"
                          for n, e in zip(NAMES[part], rand_err[part])))
print("weights: minimum O, bound, parity of shell-2 count shift")
for name, runs in results.items():
    print(f"  {name}: {runs[0][0]:.6f} {bound(weight_sets[name]):.6f} "
          f"{'odd' if runs[0][3] else 'even'}")
print("errors of first cell: P2 C T S Q | unfitted P5 P6")
for name, runs in results.items():
    e = runs[0][2] + 0.0
    print(f"  {name}: " + " ".join(f"{e[k]:.4f}" for k in (1, 4, 5, 6, 7))
          + " | " + " ".join(f"{e[k]:.4f}" for k in (8, 9)))
print(f"crossing many-body weight (unit pair weights): {crossing:.4f}")
print(f"trial swaps, all 18 cells: {annealer.trials}")
print("sites with 0..4 Ge neighbours:")
print("  random alloy:", *[f"{cell.n * math.comb(4, k) * GE_FRACTION**k * (1-GE_FRACTION)**(4-k):.2f}"
                           for k in range(5)])
for name in ("equal", "weak-MB", "pairs"):
    print(f"  {name}:", *histogram(results[name][0][1]))
print("Ge coordinates xyz, one digit each, unit a/4:")
for name in ("equal", "weak-MB"):
    sites = ["".join(map(str, r)) for r in cell.pos[results[name][0][1] < 0]]
    print(f"  {name}:", *sites)
print(f"GeGe-SiSi bond difference {MISFIT:.2f} angstrom")
print(f"stretch, bend constants {K_STRETCH}, {K_BEND} eV/angstrom^2")
print("random-alloy strain energy (eV/atom) by cell size:")
print("  " + ", ".join(f"{n} sites {e:.6f}" for n, e in bulk))
hartree = physical_constants["Hartree energy in eV"][0]
print(f"largest-cell value in hartree/atom: {e_bulk / hartree:.4e}")
print(f"rms deviation of random 64-site cells: {rms(e_rand - e_bulk):.6f} eV/atom")
print("strain energy, 3 cells: mean, rms deviation (eV/atom)")
for name, runs in results.items():
    e = np.array([strain(r[1]) for r in runs])
    print(f"  {name}: {e.mean():.6f} {rms(e - e_bulk):.6f}")
print("verified")
```

It prints:

```
sites 64, Ge atoms 16, mean sigma 0.5
lattice constant 5.5 angstrom, bond length 2.3816 angstrom
pair shell radii 1-6 (angstrom): 2.382 3.889 4.560 5.500 5.993 6.736
targets, 2/3/4 sites: 0.25 0.125 0.0625
mean pair correlation, random 64-site cells: 0.23810
24-site cell: 134596 configurations enumerated
  many-body weight 0.1: minimum 0.104167, reached by 24
  many-body weight 1.0: minimum 0.291667, reached by 312
  many-body weight 3.0: minimum 0.652778, reached by 288
rms error in random 64-site cells (dimensionless):
  P1 0.0667 P2 0.0364 P3 0.0368 P4 0.0766 C 0.0785
  T 0.0695 S 0.0851 Q 0.1225 P5 0.0363 P6 0.0382
weights: minimum O, bound, parity of shell-2 count shift
  equal: 0.020833 0.020833 odd
  weak-MB: 0.006250 0.006250 even
  mid-MB: 0.013542 0.013542 odd
  strong-MB: 0.041667 0.041667 odd
  decay: 0.015625 0.015625 even
  pairs: 0.000000 0.000000 even
errors of first cell: P2 C T S Q | unfitted P5 P6
  equal: -0.0104 -0.0104 0.0000 0.0000 0.0000 | -0.0104 -0.0417
  weak-MB: 0.0000 0.0000 0.0000 0.0000 -0.0625 | 0.0208 -0.0417
  mid-MB: -0.0104 -0.0104 0.0000 0.0000 0.0000 | -0.0312 -0.0729
  strong-MB: -0.0104 0.0104 0.0000 0.0000 0.0000 | -0.0417 0.0208
  decay: 0.0000 0.0000 0.0000 0.0000 -0.0625 | -0.0312 0.0000
  pairs: 0.0000 0.0000 -0.0625 -0.0625 -0.0625 | -0.0938 0.0104
crossing many-body weight (unit pair weights): 0.2000
trial swaps, all 18 cells: 24803
sites with 0..4 Ge neighbours:
  random alloy: 20.25 27.00 13.50 3.00 0.25
  equal: 20 27 14 3 0
  weak-MB: 20 28 12 4 0
  pairs: 19 30 12 2 1
Ge coordinates xyz, one digit each, unit a/4:
  equal: 004 026 062 115 133 151 155 224 264 353 371 404 426 511 717 757
  weak-MB: 155 202 206 242 246 331 357 375 404 426 466 511 533 537 717 735
GeGe-SiSi bond difference 0.10 angstrom
stretch, bend constants 9.0, 0.6 eV/angstrom^2
random-alloy strain energy (eV/atom) by cell size:
  64 sites 0.003154, 216 sites 0.003188, 512 sites 0.003203
largest-cell value in hartree/atom: 1.1770e-04
rms deviation of random 64-site cells: 0.000491 eV/atom
strain energy, 3 cells: mean, rms deviation (eV/atom)
  equal: 0.003171 0.000068
  weak-MB: 0.003251 0.000150
  mid-MB: 0.003166 0.000037
  strong-MB: 0.003085 0.000178
  decay: 0.003195 0.000046
  pairs: 0.003119 0.000094
verified
```
